\section*{Implicit Euler for surface ligand exchange with conserved, nonnegative site populations}

\section{The physical problem}

A hydroxylated alumina surface at 573 K is exposed to trimethylaluminium, Al(CH$_3$)$_3$. A molecule that lands on a pair of hydroxyl groups first forms a weakly held adduct. With the rough barriers assumed below, which set all the times quoted here, the adduct has a mean lifetime of about 50 ns and usually ends by desorbing. Occasionally it exchanges a methyl ligand for a surface oxygen and releases methane. A second exchange may follow. At a pressure of $10^{-4}$ Torr the surface takes about a second to react, so the process contains time scales that differ by a factor of ten million.

A time step chosen for the slow uptake is enormous for the adduct. The computed populations must nevertheless remain populations: none may be negative, and their sum must equal the number of sites. For a linear network, implicit Euler has both properties at every positive step. An elimination arranged to avoid subtraction also protects them against rounding.

\section{Model and scheme}

Let $p_i$ be the fraction of sites in state $i=0,\ldots,N-1$, and let $k_{ij}\ge0$ be the rate from state $j$ to state $i\ne j$. A site here is a fixed hydroxyl pair, so that the second exchange needs no partner from outside the site. Gas pressures and temperature are given, and different sites do not influence each other. Gain minus loss gives
\begin{equation}
\frac{dp_i}{dt}=\sum_{j\ne i}k_{ij}p_j-\Big(\sum_{j\ne i}k_{ji}\Big)p_i .
\end{equation}
In matrix form $dp/dt=Ap$, with $A_{ij}=k_{ij}$ for $i\ne j$ and $A_{jj}=-\sum_{i\ne j}k_{ij}$. Each column of $A$ sums to zero because whatever leaves state $j$ arrives in another state. With $\mathbf 1$ the vector of ones, $\mathbf 1^TA=0$.

Implicit Euler evaluates the right-hand side at the end of a step $h$:
\begin{equation}
Mx=b,\qquad M=I-hA,\qquad b=p^{\rm old},\quad x=p^{\rm new}.
\label{step}
\end{equation}

\textbf{Result.} For every $h>0$, equation \eqref{step} has one solution for each $b$. If $b\ge0$, then $x\ge0$, and $\sum_i x_i=\sum_i b_i$. Neither detailed balance nor a connected network is required.

Conservation follows from the column sums. Since $\mathbf 1^TM=\mathbf 1^T-h\mathbf 1^TA=\mathbf 1^T$, multiplying $Mx=b$ by $\mathbf 1^T$ gives $\mathbf 1^Tx=\mathbf 1^Tb$. Existence, uniqueness and sign follow from the elimination below, which is also the algorithm.

\section{Elimination without subtraction}

Set $w_{ij}=hk_{ij}$. Suppose that some states have been eliminated and that the remaining equations read
\begin{equation}
d_ix_i-\sum_{j\ne i}w_{ij}x_j=b_i,\qquad
d_j=s_j+\sum_{i\ne j}w_{ij},
\label{form}
\end{equation}
with sums over remaining states. The number $s_j$ is the column sum of the remaining matrix. Initially $s_j=1$, and \eqref{form} is then the original system.

Solve equation $m$ for its own unknown:
\begin{equation}
x_m=\frac{b_m+\sum_{j\ne m}w_{mj}x_j}{d_m}.
\label{back}
\end{equation}
Insert this into equation $i\ne m$. The term $-w_{im}x_m$ contributes $-w_{im}b_m/d_m$, which moves to the right with a plus sign, and $-w_{im}w_{mj}x_j/d_m$ for each $j$. Collecting coefficients gives
\begin{align}
b_i'&=b_i+\frac{w_{im}b_m}{d_m},&
w_{ij}'&=w_{ij}+\frac{w_{im}w_{mj}}{d_m}\quad(j\ne i),\label{upd}\\
d_i'&=d_i-\frac{w_{im}w_{mi}}{d_m}.\label{diag}
\end{align}
Equation \eqref{diag} contains a subtraction, but the new diagonal can be found from its column sum. For column $j$,
\begin{align}
s_j'&=d_j'-\sum_{i\ne j,m}w_{ij}'\nonumber\\
&=d_j-\sum_{i\ne j,m}w_{ij}
-\frac{w_{mj}}{d_m}\sum_{i\ne m}w_{im}\nonumber\\
&=s_j+w_{mj}-\frac{w_{mj}}{d_m}(d_m-s_m)
=s_j+\frac{s_mw_{mj}}{d_m}.
\label{slack}
\end{align}
The second line joins the term $i=j$ from \eqref{diag} to the others. The third uses the definition of $d$ in \eqref{form} twice. The new diagonal is then rebuilt as $d_j'=s_j'+\sum_{i\ne j}w_{ij}'$.

Every update adds a nonnegative quantity. Hence $s_j\ge1$ throughout, every pivot satisfies $d_m\ge1$, and no division can fail. The solution exists for every $b$, so the square matrix $M$ is invertible and the solution is unique. Back substitution through \eqref{back} involves nonnegative numbers alone when $b\ge0$, which proves $x\ge0$. No step used an upper limit on $h$.

Two states show the structure. With rate $a$ from the first to the second and $c$ back,
\begin{equation}
M^{-1}=\frac{1}{1+h(a+c)}
\begin{pmatrix}1+hc&hc\\ ha&1+ha\end{pmatrix}.
\end{equation}
All entries are nonnegative and each column sums to one: $M^{-1}$ is a matrix of transition probabilities.

This property also gives stability. For any perturbation $v$, of either sign,
\begin{equation}
\sum_i|(M^{-1}v)_i|\le\sum_j\Big(\sum_i(M^{-1})_{ij}\Big)|v_j|=\sum_j|v_j| .
\end{equation}
An error made in one step is not amplified by later ones, even if the rates change between steps, provided they do not depend on the populations.

\section{Pseudocode, cost and rounding}

\begin{verbatim}
input: rates k[i,j] >= 0, populations b, step h > 0
w[i,j] = h*k[i,j] for i != j;  s[j] = 1
for m = N-1 down to 0:
    d[m] = s[m] + sum(w[i,m] for i < m)
    for i < m:
        g = w[i,m]/d[m]
        b[i] = b[i] + g*b[m]
        for j < m, j != i:
            w[i,j] = w[i,j] + g*w[m,j]
    for j < m:
        s[j] = s[j] + s[m]*(w[m,j]/d[m])
for m = 0 to N-1:
    x[m] = (b[m] + sum(w[m,j]*x[j] for j < m))/d[m]
return x
\end{verbatim}

The array $b$ is a working copy. With $m$ states still to be coupled, the inner loop makes $m(m-1)$ multiply-add operations. Summed over $m=0,\ldots,N-1$ this is $N(N-1)(N-2)/3$, or about $N^3/3$ for large $N$; storage is $N^2$. If $h$ and the rates stay fixed, the factors can be kept, and each further step costs about $N^2$ multiply-adds. In a chain the last state has one neighbour, so its removal creates no new link. Code that visits existing links alone then needs work proportional to $N$.

In floating-point arithmetic, adding nonnegative numbers does not magnify their relative errors, and products and quotients add relative errors to leading order. Each computed population therefore has a relative error bounded by the unit roundoff times a factor that depends on $N$ but not on $h$ or the rates, provided nothing overflows or underflows. The total is conserved to the same relative accuracy, rather than bit for bit.

Ordinary LU factorization starts from the stored diagonal $1+h\sum_i k_{ij}$. When the second term exceeds about $10^{16}$ in double precision, the 1 disappears. If this happens in every column, the stored matrix represents $-hA$, which is singular apart from rounding, and the information that fixed the total is gone. This is an extreme regime, but the loss starts earlier where a fast link runs both ways: for two states exchanging at about $10^{13}$ s$^{-1}$ and drained at 1 s$^{-1}$, one LU step of 1 s can miss the total by about $5\times10^{-4}$. At $h=1$ s the largest product $hk$ in the example is $2\times10^7$, where neighbouring double-precision numbers differ by about $4\times10^{-9}$, so the 1 survives.

\section{What a large step means}

The inverse has a probabilistic form. Differentiation gives
\begin{equation}
\frac{d}{ds}\left[e^{-s}e^{shA}\right]=-(I-hA)e^{-s}e^{shA}.
\end{equation}
Integrate from zero to infinity. The bracket equals $I$ at $s=0$. It vanishes at infinity because $e^{shA}$ is itself a matrix of probabilities: with $c$ at least the largest exit rate, $e^{tA}=e^{-ct}e^{t(A+cI)}$ has no negative entry, and $\mathbf 1^TA=0$ makes its columns sum to one. Therefore
\begin{equation}
(I-hA)^{-1}=\int_0^\infty e^{-s}e^{shA}\,ds .
\end{equation}
One implicit Euler step is the true evolution averaged over a random duration $sh$, exponentially distributed with mean $h$ and variance $h^2$. After $n$ steps with fixed rates, the duration is a sum of $n$ independent terms, with mean $t=nh$ and variance $nh^2=th$. An average of valid populations is valid, however wide the distribution. Accuracy during a transient, in contrast, needs a distribution that is narrow compared with the time over which the populations change.

For a mode with $Av=-\lambda v$, the scheme gives $(1+h\lambda)^{-n}$ in place of $e^{-\lambda t}$. When $h\lambda\ll1$,
\begin{equation}
-n\ln(1+h\lambda)=-\lambda t+\tfrac12th\lambda^2+\cdots .
\end{equation}
If also $th\lambda^2\ll1$, expansion of the exponential shows that the error is $\tfrac12th\lambda^2e^{-\lambda t}$. For a chain with both rates positive on each link, detailed balance makes $A$ similar to a real symmetric matrix, so real modes span all populations. Summing them gives
\begin{equation}
p^{(n)}-p(t)\simeq\frac{th}{2}A^2e^{tA}p(0).
\label{err}
\end{equation}
This holds for resolved modes once the unresolved ones, damped by $1/(1+h\lambda)$ per step, have become negligible.

In the opposite limit, write the step as $Ax=(x-b)/h$. The right side tends to zero as $h\to\infty$ because $x$ and $b$ are bounded. Every limit is thus stationary. In the chain, adding the first $i+1$ stationary equations leaves the net flow across one link, which must vanish:
\begin{equation}
k_{i+1,i}\pi_i=k_{i,i+1}\pi_{i+1}.
\end{equation}
These ratios fix a unique normalized $\pi$, and one sufficiently large step comes as close to it as desired. Such a step finds the stationary state but says nothing about the path.

\section{Worked example}

Number the states 0 for the bare pair, 1 for the adduct, 2 for the dimethyl species after one methane loss, and 3 for the monomethyl species after two. There are 2.5 pairs per nm$^2$, each of area $\sigma=0.4$ nm$^2$. With trapping probability $S=0.5$, kinetic theory gives
\begin{equation}
k_a=\frac{SP\sigma}{\sqrt{2\pi m k_BT}}=34.6\ {\rm s^{-1}}
\end{equation}
for a molecular mass of 72.09 u and $P=10^{-4}$ Torr. The other forward rates are $\nu e^{-E/k_BT}$, with $\nu=10^{13}$ s$^{-1}$ and $k_BT=0.0494$ eV. Rough barriers of 0.65 eV for desorption, 0.80 eV for the first exchange and 1.30 eV for the second give
\begin{equation}
k_d=1.92\times10^7,\quad k_1=9.20\times10^5,\quad k_2=36.8\ {\rm s^{-1}}.
\end{equation}
Methane at $10^{-5}$ Torr drives both exchanges backwards. Its impingement rate per site times $e^{-E/k_BT}$, with a rough barrier of 1.50 eV, is $9.4\times10^{-13}$ s$^{-1}$, negligible during the dose.

After its short initial transient the adduct is nearly steady, so
\begin{equation}
\frac{p_1}{p_0}\simeq\frac{k_a}{k_d+k_1}=1.72\times10^{-6}.
\end{equation}
The bare population then decays at the rate
\begin{equation}
k_{\rm eff}=\frac{k_ak_1}{k_d+k_1}
=34.57\times0.0457=1.58\ {\rm s^{-1}}.
\end{equation}
About one trapped molecule in 22 reacts; the others desorb. This fraction depends exponentially on the difference of the two barriers: with 0.61 eV for desorption and 0.52 eV for the first exchange, and equal prefactors, 86\% would react.

Starting from bare sites, the scheme gives these populations at 1 s. The last row comes from a high-precision matrix exponential. The error is $\sum_i|p_i^{(n)}-p_i(t)|$, for a total population of one.
\begin{center}
\begin{tabular}{lcccc}
$h$ & $p_0$ & $p_2$ & $p_3$ & error\\
1 s & 0.3874 & 0.01620 & 0.5964 & 0.377\\
100 ms & 0.2304 & 0.01034 & 0.7593 & 0.0515\\
10 ms & 0.2083 & 0.00935 & 0.7824 & 0.00535\\
1 ms & 0.2060 & 0.00925 & 0.7848 & 0.00054\\
reference & 0.2057 & 0.00923 & 0.7851 & ---
\end{tabular}
\end{center}
Each row is admissible, but the first is a poor answer. It is the slow-mode factor $1/(1+1.581)=0.387$, where the true factor is $e^{-1.581}=0.206$. From 10 ms to 1 ms the error falls by a factor of 9.96, close to the factor of 10 expected at first order. Equation \eqref{err} gives $5.4\times10^{-4}$ at 1 ms, in agreement with the table. For the bare population its relative form is $\tfrac12thk_{\rm eff}^2$, so an error of 1\% at 1 s allows $h\simeq8$ ms. That step is more than $10^5$ times the adduct lifetime.

With 1 ms steps and linear interpolation, 90\% of the pairs have lost methane after 1.457 s. The quasi-steady estimate is $\ln10/k_{\rm eff}=1.456$ s. The excess of about 1 ms is the lag of the scheme, a relative amount $hk_{\rm eff}/2=0.08\%$.

\section{Other schemes and failure modes}

Explicit Euler multiplies by $I+hA$. Its off-diagonal entries are nonnegative, and its diagonal entries are nonnegative if and only if $h$ does not exceed the inverse of the largest exit rate. Here that exit rate is $k_d+k_1=2.01\times10^7$ s$^{-1}$, which limits the step to 49.7 ns if every admissible start must remain nonnegative. One second then takes $2\times10^7$ steps. With $h=1$ $\mu$s, the fast mode is multiplied by about $1-20.1=-19.1$ per step. Ten steps from the bare surface give a smallest population of $-1.1\times10^7$.

Crank--Nicolson solves $(I-hA/2)x=(I+hA/2)b$. It conserves sites, since both matrices have unit column sums, but the right side may be negative. At $h=5$ s the slow mode has $z=hk_{\rm eff}=7.91$, and
\begin{equation}
\frac{1-z/2}{1+z/2}=-0.596,\qquad \frac1{1+z}=0.112 .
\end{equation}
These are the bare populations after one step of Crank--Nicolson and of implicit Euler. The true value is $e^{-7.91}\simeq4\times10^{-4}$. Implicit Euler is therefore admissible here and still wrong by a factor of about 300. Nonnegativity must not serve as an error estimate.

In this example rounding becomes decisive only at absurdly large steps: LU misses the total by roughly $10^{-8}$ at $h=10^{20}$ s and by roughly 0.5\% at $10^{26}$ s. At $h=10^{40}$ s even the slowest rate gives $hk\simeq10^{28}$. In double precision, LU factorization can then meet a zero pivot or return a useless solution, depending on how the rates are rounded. One such solution misses the total by 1.00, as much as the total itself, while the elimination above misses it by $10^{-16}$.

Three changes to the model affect the guarantee:
\begin{itemize}
\item A negative fitted or interpolated rate violates the assumptions. For small $h$, $M^{-1}=I+hA+O(h^2)$ then has a negative entry.
\item Time-dependent rates are harmless if each step uses one complete set of nonnegative rates.
\item Rates that depend on coverage make the problem nonlinear. Freezing them during a step keeps both properties, but errors can then grow from step to step, because they change the later rates. In a Newton iteration, the matrix that takes the place of $A$ contains derivatives of the rates, and its off-diagonal entries can be negative.
\end{itemize}

\section{Relation to a real surface}

The example describes dosing at low pressure. While $k_a\ll k_d+k_1$, the model gives $k_{\rm eff}\propto P$, so a higher precursor pressure shortens the time to the first exchange in proportion. The second exchange keeps its own rate $k_2$, which adds a noticeable delay to the full reaction once $k_{\rm eff}$ is no longer small beside it, and limits that reaction when $k_{\rm eff}\gg k_2$. The barriers and the prefactor are rough inputs, so the times illustrate the regime and do not predict a measurement.

The model assumes that sites are identical and independent, which reacted neighbours can spoil by changing the barriers. Raising the first-exchange barrier by 0.1 eV on every site, with all else fixed, lengthens the 90\% time from 1.46 s to 10.6 s, a factor of 7.3. A shift that grew from zero to 0.1 eV with coverage would delay the reaction less. Real hydroxyls also have several possible partners, which the fixed pairs omit.

Gas handling matters less here. A 10 L chamber pumped at 100 L/s has a time constant of 0.10 s. If the pressure approaches its final value exponentially with that constant, the 90\% time rises to 1.56 s. Gas at 300 K instead of 573 K, at the same pressure, strikes the surface 1.38 times as often. A 1 cm$^2$ coupon initially consumes 0.2\% of the precursor supply, if the chamber walls are already unreactive.

The average methyl load is 2.3 per nm$^2$ when 90\% of the pairs have reacted, and it approaches 2.5 per nm$^2$, one methyl per pair, at completion. Close-packed discs of rough radius 0.20 nm would reach 7.2 per nm$^2$, but discs placed at random jam near 4.3 per nm$^2$, and at 2.5 per nm$^2$ only about 12\% of positions would admit another disc, so crowding need not be small. On real alumina, saturation is reported near 5 to 6 methyls per nm$^2$ and is attributed to steric crowding, which this model does not contain. With a rough dissociation enthalpy of 0.9 eV and entropy of 1.9 meV/K at 1 atm, the equilibrium dimer-to-monomer pressure ratio at 573 K and $10^{-4}$ Torr is about $3\times10^{-9}$. At 300 K it would be about 0.04, and between 0.007 and 0.25 if the enthalpy is moved by 0.05 eV either way, so neglecting dimers is safest when the gas has warmed to the surface temperature and equilibrated. For these inputs, a change of 0.1 eV in the first-exchange barrier alters the 90\% time more than the gas-handling effects sized here. This order holds while most adducts desorb. With barriers of 0.61 eV for desorption and 0.52 eV for the first exchange, the 90\% time is 0.077 s; raising the exchange barrier by 0.1 eV multiplies it by 1.9, and the 0.10 s pressure rise by 2.0.
